# Time constants and Foster resistances of a two-stage thermal ladder: verification in Python

```python
"""
Two-stage Cauer thermal ladder, equal stages R and C, heated at node 1.
Node 1: C to reference, R to node 2. Node 2: C to reference, R to a boundary
at the reference temperature. Result under test:
  time constants / (R C)  = (3 +- sqrt 5)/2        (slow, fast)
  Foster resistances / R  = 1 +- 2/sqrt 5          (slow, fast)
Temperatures are rises above the boundary. Foster pair: R_i parallel to C_i.
The example is a silicon die glued to a copper pad on a cold plate; a layered
one-dimensional model sizes what the two-node ladder leaves out.
"""
import numpy as np
import sympy as sp
from scipy.integrate import solve_ivp
from scipy.optimize import brentq


def modes(conductance, capacity, node=0):
    """Time constants (slow first) and Foster resistances at a driven node."""
    root = np.sqrt(capacity)
    rates, vectors = np.linalg.eigh(conductance / np.outer(root, root))
    return 1 / rates, vectors[node] ** 2 / (capacity[node] * rates)


def ladder(R1, R2, C1, C2, air_loss=0.0):
    G = np.array([[1 / R1 + air_loss, -1 / R1], [-1 / R1, 1 / R1 + 1 / R2]])
    return G, np.array([C1, C2])


def integrate(R, C, power, times):
    """Direct integration of the two heat balances from zero rise."""
    def balance(t, T):
        through = (T[0] - T[1]) / R
        return [(power - through) / C, (through - T[1] / R) / C]
    sol = solve_ivp(balance, (0, times[-1]), [0, 0], t_eval=times,
                    method="DOP853", rtol=1e-11, atol=1e-12)
    assert sol.success
    return sol.y


# ---------- unit ladder: closed forms against independent calculations -------
q5 = np.sqrt(5)
tau = np.array([(3 + q5) / 2, (3 - q5) / 2])
foster = np.array([1 + 2 / q5, 1 - 2 / q5])
foster_cap = tau / foster

G_unit, C_unit = ladder(1, 1, 1, 1)
tau_num, foster_num = modes(G_unit, C_unit)
assert np.allclose(tau_num, tau, rtol=1e-12)
assert np.allclose(foster_num, foster, rtol=1e-12)

s = sp.symbols("s")
folded = 1 / (s + 1 / (1 + 1 / (s + 1)))
assert sp.simplify(folded - (s + 2) / (s**2 + 3 * s + 1)) == 0
for omega in (0.03, 0.4, 1.0, 7.0):
    p = 1j * omega
    direct = 1 / (p + 1 / (1 + 1 / (p + 1)))
    assert abs(direct - np.sum(foster / (1 + p * tau))) < 1e-12

t_unit = np.linspace(0, 12, 49)
T1, T2 = integrate(1, 1, 1, t_unit)
decay = np.exp(-t_unit[:, None] / tau)
assert np.max(abs(T1 - (1 - decay) @ foster)) < 1e-8
node2_amp = np.array([tau[0], -tau[1]]) / q5
assert np.max(abs(T2 - (1 - decay @ node2_amp))) < 1e-8

tau_b, foster_b = modes(G_unit, C_unit, node=1)
closed_b = np.array([1 + 1 / q5, 1 - 1 / q5]) / 2
assert np.allclose(tau_b, tau) and np.allclose(foster_b, closed_b)
steady = np.linalg.solve(G_unit, [1, 0])
assert np.isclose(foster.sum(), steady[0])
early = integrate(1, 1, 1, np.array([0, 1e-4]))[0, -1] / 1e-4
assert abs(early - np.sum(foster / tau)) < 1e-3
assert np.min(abs(foster - steady[1])) > 0.5

# ---------- example in engineering units -------------------------------------
R, C, power = 0.25, 0.08, 40.0            # K/W, J/K, W
tau_ex, foster_ex = tau * R * C, foster * R


def rise(t):
    return power * np.sum(foster_ex * (1 - np.exp(-t / tau_ex)))


times = np.array([1, 5, 20, 50, 100, 200]) * 1e-3
direct_T = integrate(R, C, power, times)
assert np.allclose(direct_T[0], [rise(t) for t in times], atol=1e-7)
final = 2 * R * power
t90 = brentq(lambda t: rise(t) - 0.9 * final, 1e-4, 1.0)
assert abs(integrate(R, C, power, np.array([0, t90]))[0, -1]
           - 0.9 * final) < 1e-6

# ---------- layered model, rough material values -----------------------------
area = 1e-4                                # m^2
k_si, k_cu = 148.0, 390.0                  # W/(m K)
cv_si, cv_cu, cv_glue = 1.66e6, 3.45e6, 2.0e6   # J/(m^3 K)
d_si, d_cu, d_glue = C / (cv_si * area), C / (cv_cu * area), 50e-6
k_glue = d_glue / (R * area)


def stack(solid_k=1.0, glue_heat=1.0):
    """Cells from heated die surface down to the cold plate."""
    layers = [(d_si, k_si * solid_k, cv_si, 60),
              (d_glue, k_glue, cv_glue * glue_heat, 10),
              (d_cu, k_cu * solid_k, cv_cu, 30),
              (d_glue, k_glue, cv_glue * glue_heat, 10)]
    half = np.concatenate([np.full(n, d / n / (2 * k * area))
                           for d, k, c, n in layers])
    cap = np.concatenate([np.full(n, c * area * d / n)
                          for d, k, c, n in layers])
    link = 1 / (half[:-1] + half[1:])
    diag = np.zeros(len(cap))
    diag[:-1] += link
    diag[1:] += link
    diag[-1] += 1 / half[-1]
    G = np.diag(diag) - np.diag(link, 1) - np.diag(link, -1)
    taus, res = modes(G, cap)
    return taus, res, half[0]


def surface_rise(model, t):
    taus, res, skin = model
    return power * (skin + np.sum(res * (1 - np.exp(-t / taus))))


full = stack()
no_glue_heat = stack(glue_heat=1e-4)
lumped = stack(solid_k=1e3, glue_heat=1e-4)
assert np.allclose(lumped[0][:2], tau_ex, rtol=2e-3)
assert np.allclose(lumped[1][:2], foster_ex, rtol=5e-3)
t_short = 1e-4
half_space = 2 * power / area * np.sqrt(t_short / (np.pi * k_si * cv_si))
assert abs(surface_rise(full, t_short) / half_space - 1) < 0.02
R_full = full[1].sum() + full[2]
R_layers = 2 * R + d_si / (k_si * area) + d_cu / (k_cu * area)
assert np.isclose(R_full, R_layers, rtol=1e-8)

# ---------- other neglected effects, rough inputs ----------------------------
pad_area, glue_factor, R_plate = 1.1**2, 1.2, 0.05
h_air, cv_slope, k_power, T_plate = 10.0, 1e-3, 1.3, 300.0
cases = {
    "pad 10% wider than die": ladder(R, R / pad_area, C, C * pad_area),
    "die glue 20% thicker": ladder(R * glue_factor, R, C, C),
    "cold plate adds 0.05 K/W": ladder(R, R + R_plate, C, C),
    "Si heat capacity at final rise": ladder(R, R, C * (1 + cv_slope * final), C),
    "air loss, 10 W/(m2 K)": ladder(R, R, C, C, h_air * area),
}
shifts = {}
for name, (G, cap) in cases.items():
    taus, res = modes(G, cap)
    shifts[name] = (100 * (taus[0] / tau_ex[0] - 1),
                    100 * (res.sum() / (2 * R) - 1))
assert shifts["cold plate adds 0.05 K/W"][0] > 1
R_si = d_si / (k_si * area)
k_effect = 100 * R_si * ((1 + final / T_plate) ** k_power - 1) / (2 * R)

# ---------- report -----------------------------------------------------------
print("UNIT LADDER (R = C = 1), slow then fast")
print(f"rates: {1/tau[0]:.4f}, {1/tau[1]:.4f}")
print(f"time constants / RC: {tau[0]:.4f}, {tau[1]:.4f}")
print(f"Laplace residues k_i: {foster[0]/tau[0]:.4f}, {foster[1]/tau[1]:.4f}")
print(f"Foster resistances / R: {foster[0]:.4f}, {foster[1]:.4f}")
print(f"Foster capacitances / C: {foster_cap[0]:.4f}, {foster_cap[1]:.4f}")
print(f"steady rises of nodes 1, 2 per unit power: {steady[0]:.4f}, {steady[1]:.4f}")
print(f"node 2 decay amplitudes: {node2_amp[0]:.4f}, {node2_amp[1]:.4f}")
print(f"Foster resistances if node 2 is heated: {foster_b[0]:.4f}, {foster_b[1]:.4f}")
print("EXAMPLE")
print(f"R = {R} K/W, C = {C} J/K, power = {power:.0f} W, RC = {1e3*R*C:.1f} ms")
print(f"time constants: {1e3*tau_ex[0]:.2f}, {1e3*tau_ex[1]:.2f} ms")
print(f"Foster resistances: {foster_ex[0]:.4f}, {foster_ex[1]:.4f} K/W")
print(f"Foster capacitances: {C*foster_cap[0]:.4f}, {C*foster_cap[1]:.4f} J/K")
print(f"final rises, node 1 and node 2: {final:.2f}, {power*R*steady[1]:.2f} K")
for t, a, b in zip(times, *direct_T):
    print(f"t = {1e3*t:.0f} ms: node 1 {a:.3f} K, node 2 {b:.3f} K")
print(f"time to 90% of final rise: {1e3*t90:.1f} ms")
print("LAYERED MODEL (rough material values)")
print(f"area {1e4*area:.1f} cm2; Si {1e3*d_si:.3f} mm, Cu {1e3*d_cu:.3f} mm")
print(f"bond layers {1e6*d_glue:.0f} um, conductivity {k_glue:.2f} W/(m K)")
print(f"Si, Cu conductivity: {k_si:.0f}, {k_cu:.0f} W/(m K)")
print(f"Si, Cu, bond heat capacity: {cv_si/1e6:.2f}, {cv_cu/1e6:.2f}, "
      f"{cv_glue/1e6:.2f} J/(cm3 K)")
print(f"two slowest time constants: {1e3*full[0][0]:.2f}, {1e3*full[0][1]:.2f} ms")
print(f"same, no heat stored in bonds: {1e3*no_glue_heat[0][0]:.2f}, "
      f"{1e3*no_glue_heat[0][1]:.2f} ms")
print(f"total resistance: {R_full:.4f} K/W; final surface rise {power*R_full:.2f} K")
for t in (1e-4, 1e-3, 2e-2, 1e-1):
    print(f"t = {1e3*t:.1f} ms: surface {surface_rise(full, t):.3f} K, "
          f"ladder {rise(t):.3f} K")
print(f"half-space law at {1e3*t_short:.1f} ms: {half_space:.3f} K")
print("OTHER EFFECTS: change of slow time constant, of total resistance")
for name, (d_tau, d_res) in shifts.items():
    print(f"{name}: {d_tau:+.2f} %, {d_res:+.2f} %")
print(f"Si conductivity drop at final rise: total resistance {k_effect:+.2f} %")
print(f"false initial jump, plate resistance on Foster chain: {power*R_plate:.2f} K")
print("all assertions hold")
```

Running it gives:

```
UNIT LADDER (R = C = 1), slow then fast
rates: 0.3820, 2.6180
time constants / RC: 2.6180, 0.3820
Laplace residues k_i: 0.7236, 0.2764
Foster resistances / R: 1.8944, 0.1056
Foster capacitances / C: 1.3820, 3.6180
steady rises of nodes 1, 2 per unit power: 2.0000, 1.0000
node 2 decay amplitudes: 1.1708, -0.1708
Foster resistances if node 2 is heated: 0.7236, 0.2764
EXAMPLE
R = 0.25 K/W, C = 0.08 J/K, power = 40 W, RC = 20.0 ms
time constants: 52.36, 7.64 ms
Foster resistances: 0.4736, 0.0264 K/W
Foster capacitances: 0.1106, 0.2894 J/K
final rises, node 1 and node 2: 20.00, 10.00 K
t = 1 ms: node 1 0.488 K, node 2 0.012 K
t = 5 ms: node 1 2.232 K, node 2 0.246 K
t = 20 ms: node 1 6.993 K, node 2 2.134 K
t = 50 ms: node 1 12.708 K, node 2 5.497 K
t = 100 ms: node 1 17.194 K, node 2 8.266 K
t = 200 ms: node 1 19.584 K, node 2 9.743 K
time to 90% of final rise: 117.7 ms
LAYERED MODEL (rough material values)
area 1.0 cm2; Si 0.482 mm, Cu 0.232 mm
bond layers 50 um, conductivity 2.00 W/(m K)
Si, Cu conductivity: 148, 390 W/(m K)
Si, Cu, bond heat capacity: 1.66, 3.45, 2.00 J/(cm3 K)
two slowest time constants: 57.38, 8.33 ms
same, no heat stored in bonds: 53.60, 7.91 ms
total resistance: 0.5385 K/W; final surface rise 21.54 K
t = 0.1 ms: surface 0.288 K, ladder 0.050 K
t = 1.0 ms: surface 0.924 K, ladder 0.488 K
t = 20.0 ms: surface 7.459 K, ladder 6.993 K
t = 100.0 ms: surface 18.078 K, ladder 17.194 K
half-space law at 0.1 ms: 0.288 K
OTHER EFFECTS: change of slow time constant, of total resistance
pad 10% wider than die: -7.88 %, -8.68 %
die glue 20% thicker: +5.66 %, +10.00 %
cold plate adds 0.05 K/W: +14.59 %, +10.00 %
Si heat capacity at final rise: +1.45 %, +0.00 %
air loss, 10 W/(m2 K): -0.05 %, -0.05 %
Si conductivity drop at final rise: total resistance +0.57 %
false initial jump, plate resistance on Foster chain: 2.00 K
all assertions hold
```
